# Why relaxation traps interstitial hydrogen, and why it can still tunnel

A hydrogen atom sits between the atoms of a body-centred transition metal. With rough typical parameters, the metal gains 0.15 eV by relaxing around it. Spreading the atom over all equivalent sites of the unrelaxed metal would gain only $5.6\times10^{-4}$ eV. Relaxation wins by a factor of about 270, yet it reduces the tunnelling amplitude between neighbouring sites only by a factor of 20. Why does such a one-sided energy contest leave so much tunnelling?

The two factors answer different questions. The first compares two energies in a host that is treated as static. The second measures how well the host's quantum states around two neighbouring sites overlap. One model contains both.

## The model

Hydrogen has one level on each site $s$ of a network in which every site has $z$ neighbours. The zero of energy is this level in the undistorted host. In atomic units, with $\hbar=1$,

$$
H=-J\sum_{\langle ss'\rangle}\left(|s\rangle\langle s'|+|s'\rangle\langle s|\right)+\frac{\mathbf P^2}{2M}+\frac{K\mathbf u^2}{2}-\sum_s|s\rangle\langle s|\,\mathbf F_s\cdot\mathbf u .
$$

Each neighbouring pair is counted once, and $J>0$ is the tunnelling amplitude in the rigid host. The vector $\mathbf u$ collects the displacements of all host atoms, each of mass $M$ and held by its own spring $K$. Hydrogen on site $s$ exerts the forces $\mathbf F_s$, whose total length $F$ is the same for every site. The coupling is linear, and $J$ does not depend on $\mathbf u$.

If hydrogen stays on site $s$, completing the square gives

$$
\frac{K\mathbf u^2}{2}-\mathbf F_s\cdot\mathbf u
=\frac K2\left|\mathbf u-\frac{\mathbf F_s}{K}\right|^2-\frac{F^2}{2K}.
$$

The host moves to $\mathbf u=\mathbf F_s/K$, and the energy falls by the relaxation energy

$$
E_r=\frac{F^2}{2K}.
$$

## What delocalisation gains

In the undistorted host, a state with real amplitudes $\psi_s$ has tunnelling energy $-2J\sum_{\langle ss'\rangle}\psi_s\psi_{s'}$. Since $2\psi_s\psi_{s'}\le\psi_s^2+\psi_{s'}^2$, and each site belongs to $z$ pairs,

$$
-2J\sum_{\langle ss'\rangle}\psi_s\psi_{s'}\ge -zJ\sum_s\psi_s^2=-zJ .
$$

Equal amplitudes on all sites reach this bound, so delocalisation gains $zJ$.

This is half the bandwidth if the band is symmetric about the site level. It is symmetric when the sites divide into two classes and each site has neighbours only in the other class. Reversing the sign of $\psi$ on one class then reverses the tunnelling energy, the band runs from $-zJ$ to $+zJ$, and $W/2=zJ$. The tetrahedral sites of a body-centred metal have $z=4$ and computed band edges $\pm4J$.

The octahedral sites of a face-centred cubic host behave differently. Each has twelve neighbours, and with $c_i=\cos(k_ia/2)$, where $a$ is the lattice constant, the band is

$$
E(\mathbf k)=-4J(c_xc_y+c_yc_z+c_zc_x).
$$

The bracket is linear in each cosine separately, so its extremes lie where every cosine is $\pm1$. There it equals 3 or $-1$. The band runs from $-12J$ to $+4J$: half its width is $8J$, but delocalisation gains $12J$. The quantity to compare with $E_r$ is therefore the distance from the site level to the band bottom.

## Why a static host traps

Suppose the host is so slow that it responds only to the average occupation $\rho_s=\psi_s^2$. Its energy is $K\mathbf u^2/2-\left(\sum_s\rho_s\mathbf F_s\right)\cdot\mathbf u$, which is least at $\mathbf u=\sum_s\rho_s\mathbf F_s/K$. Inserting this displacement gives

$$
E[\psi]=-2J\sum_{\langle ss'\rangle}\psi_s\psi_{s'}
-E_r\sum_{s,s'}C_{ss'}\rho_s\rho_{s'},\qquad
C_{ss'}=\frac{\mathbf F_s\cdot\mathbf F_{s'}}{F^2}.
$$

Relaxation is quadratic in the occupation. Hydrogen on one site gains all of $E_r$. Hydrogen spread evenly over $N$ sites has $\rho_s=1/N$, and because $C_{ss'}$ vanishes for distant sites, the double sum falls at least as fast as $1/N$. A large spread state therefore keeps its tunnelling energy and loses its relaxation energy.

Let $E_r>zJ$. The one-site state shows that the minimum satisfies $E_{\min}\le-E_r$. The tunnelling part of any state is at least $-zJ$, so the minimising state obeys

$$
-E_r\ge -zJ-E_r\sum_{s,s'}C_{ss'}\rho_s\rho_{s'},
\qquad\text{hence}\qquad
\sum_{s,s'}C_{ss'}\rho_s\rho_{s'}\ge1-\frac{zJ}{E_r}>0 .
$$

The left side of the last relation is at most $\Lambda\rho_{\max}$, where $\Lambda=\sum_{s'}|C_{ss'}|$ is finite. The largest occupation $\rho_{\max}$ thus stays above a fixed positive value however large the crystal is. This is self-trapping, and $E_r>zJ$ is sufficient for it in a static host.

## Why the true threshold is lower

The condition is not necessary, because a trapped atom still leaks onto its neighbours. Freeze the host at $\mathbf u=\mathbf F_1/K$. The level of site $s$ becomes $-\mathbf F_s\cdot\mathbf F_1/K=-2E_rC_{s1}$. Writing $c$ for $C$ between neighbours, the occupied site lies $2E_r(1-c)$ below each neighbour. Second-order perturbation theory adds

$$
\Delta E=-\frac{zJ^2}{2E_r(1-c)} .
$$

The host's response to the leakage changes the energy only at fourth order in $J$, since the occupations change at second order and the energy is stationary in $\mathbf u$. For $E_r=8zJ$ and the values $z=4$, $c=0.6$ found below, the formula gives an extra gain of $0.0391\,zJ$; minimising the full energy gives $0.0390\,zJ$.

The overlap $c$ follows from geometry. In units of $a$, take neighbouring tetrahedral sites at $(\frac12,0,\frac14)$ and $(\frac12,\frac14,0)$. Each pushes on four host atoms at distance $\sqrt5/4$, and three of these atoms are shared: $(0,0,0)$, $(1,0,0)$ and $(\frac12,\frac12,\frac12)$. For each shared atom the two force directions have scalar product $(1/4)/(5/16)=0.8$. Each atom carries a quarter of $F^2$, so

$$
c=\frac{3\times0.8}{4}=0.6 .
$$

Sharing atoms lets a small cluster keep much of its relaxation. Consider equal occupation of the four tetrahedral sites in a ring around one octahedral site. Opposite sites of the ring share two atoms, each with scalar product $(3/16)/(5/16)=0.6$, so their overlap is $2\times0.6/4=0.3$. Each site has two neighbours and one opposite site in the ring, and the energy is

$$
E_{\rm ring}=-2J-\frac{1+2(0.6)+0.3}{4}E_r=-2J-0.625E_r .
$$

This lies below $-4J$ when $E_r>3.2J=0.8zJ$. With no shared atoms the relaxation term would be only $-E_r/4$, and the same ring would need $E_r>8J=2zJ$.

Minimisation over all amplitudes lowers the threshold further, to $E_r\approx0.535\,zJ$. This is the lowest value found from three starting positions, so strictly it is an upper limit on the threshold. Two kinds of trapped state have almost the same energy there: one centred on a single site, which holds 35% of the atom, and one centred on a ring of four sites, each holding about 18%. If every site distorted its own separate atoms, the minimisation would give about $0.84\,zJ$.

## The numbers for hydrogen

The example has $a=0.33$ nm, so neighbouring sites are $d=a/\sqrt8=0.117$ nm apart. Along the line joining them, the rigid host is represented by

$$
V(x)=\frac{V_b}{2}\left(1-\cos\frac{2\pi x}{d}\right),\qquad V_b=0.20\ \text{eV}.
$$

For a proton in this periodic potential, the lowest band is close to $\varepsilon_0-2J\cos kd$. Its width is $4J$, which yields $J=1.40\times10^{-4}$ eV. The same amplitude is then assigned to each link of the tetrahedral network:

$$
zJ=4\times1.40\times10^{-4}\ \text{eV}=5.6\times10^{-4}\ \text{eV},
\qquad
\frac{E_r}{zJ}=\frac{0.15}{5.585\times10^{-4}}\approx269 .
$$

The proton's mass and the barrier make $J$ small, while $E_r$ is set by forces and springs and does not contain the proton's mass in this model. Deuterium shows the difference. With the same potential and the same $E_r$, its amplitude is $6.0\times10^{-6}$ eV, 23 times smaller, and the ratio rises to about 6200.

## Why the host can follow

The static treatment assumes that hydrogen tunnels many times while the host barely moves, which requires $J\gg\omega$, with $\omega$ the host phonon energy. Here $\omega=0.020$ eV and $J/\omega=0.007$. The host is the fast partner, and it can adjust to each position of the atom.

The appropriate states are therefore $|s\rangle|g_s\rangle$, where $g_s$ is the host's oscillator ground state centred on $\mathbf F_s/K$. Apart from the common zero-point energy, each has energy $-E_r$. Tunnelling connects neighbours with amplitude $-J\langle g_s|g_{s'}\rangle$.

For one coordinate, two normalised Gaussians $(M\omega/\pi)^{1/4}e^{-M\omega(u-u_i)^2/2}$ have overlap $\exp[-M\omega(u_1-u_2)^2/4]$. Multiplying over all coordinates gives

$$
\langle g_s|g_{s'}\rangle=\exp\left[-\frac{M\omega|\mathbf F_s-\mathbf F_{s'}|^2}{4K^2}\right].
$$

For neighbours, $|\mathbf F_s-\mathbf F_{s'}|^2=2F^2(1-c)=4KE_r(1-c)$. With $K=M\omega^2$ the exponent becomes $-E_r(1-c)/\omega$, so

$$
J_{\rm eff}=J\,e^{-S(1-c)},\qquad S=\frac{E_r}{\omega}.
$$

This resolves the opening contrast. The amplitude is reduced according to $E_r/\omega$ and the part of the distortion that must change, not according to $E_r/(zJ)$. In numbers, $S=0.15/0.020=7.5$ and $S(1-c)=7.5\times0.4=3.0$, hence

$$
J_{\rm eff}=0.0498\times1.40\times10^{-4}\ \text{eV}=7.0\times10^{-6}\ \text{eV}.
$$

Exact diagonalisation of two sites with their shared distortion gives the same value to the four digits printed. Without shared atoms the exponent would be 7.5 rather than 3.0.

An equal superposition of the dressed states has energy $-E_r-zJ_{\rm eff}$, which lies below the single-site energy $-E_r$. The atom gains the relaxation and a reduced tunnelling energy together. The dressed half bandwidth is $zJ_{\rm eff}=2.8\times10^{-5}$ eV. This is the leading order in $J$. At second order, hydrogen steps to a neighbour, leaves the host with $n\ge1$ quanta, and steps back. The probabilities of the different $n$ form a Poisson distribution with mean $g=2S(1-c)=6$, so the energy falls by

$$
\frac{zJ^2}{\omega}\,e^{-g}\sum_{n\ge1}\frac{g^n}{n\,n!}=8\times10^{-7}\ \text{eV}.
$$

This is about 3% of the dressed half bandwidth. It is the same for every site, so it shifts the band without changing its width. Stepping on to a third site instead of back moves the band edges by only about $10^{-8}$ eV.

## Two sites, two limits

A pair of sites shows how the contest changes character. Its undressed tunnelling gain is $J$. Take separate distortions, $c=0$, and measure energies in units of $\omega$, omitting the zero-point energy of the undistorted host.

For a fast host, let $J=0.01$ and $E_r=0.005$. Relaxation is smaller than the tunnelling gain, yet both are obtained:

$$
E\approx-E_r-Je^{-E_r}=-0.01495 .
$$

Exact diagonalisation also gives $-0.01495$. No threshold has to be crossed before the host follows the atom.

For a slow host, let $J=10$ and $E_r=2$. Split the forces into a common part $(\mathbf F_1+\mathbf F_2)/2$, which acts wherever the atom is, and a relative part $\pm(\mathbf F_1-\mathbf F_2)/2$, which changes sign when the atom moves. The common part has squared length $F^2(1+c)/2$ and always gains $E_r(1+c)/2=1$. The relative part has length $f$ with $f^2=F^2(1-c)/2=KE_r(1-c)$. For a displacement $Q$ along it, the lower energy surface is

$$
\frac{KQ^2}{2}-\sqrt{J^2+f^2Q^2}
\approx-J+\frac K2\left[1-\frac{E_r(1-c)}{J}\right]Q^2 .
$$

The bracket equals $0.8$, so $Q=0$ is stable and the relative relaxation is not gained. The softer spring lowers the zero-point energy by $(1-\sqrt{0.8})/2=0.053$. The estimate is $-10-1-0.053=-11.053$, and diagonalisation gives $-11.050$. Adding the full $J$ and the full $E_r$ would have given $-12$. In the slow host, tunnelling competes with the relative part of the relaxation. In the fast host the atom gains the whole relaxation energy and keeps a reduced tunnelling energy.

## Trapped does not mean immobile

In a static host, trapping holds the atom on one site or a small group of sites. In a quantum host the distortion can tunnel together with the atom, so in a perfect crystal at zero temperature the dressed atom still has a band, and its lowest state is spread over all sites. What relaxation has done is make that band narrow and easily disturbed. If two neighbouring sites differ in energy by $\Delta\gg J_{\rm eff}$, first-order perturbation theory gives an amplitude $J_{\rm eff}/\Delta$ on the higher one and thus a probability $(J_{\rm eff}/\Delta)^2$. A difference of ten times $J_{\rm eff}$, only $7\times10^{-5}$ eV, leaves about 1% there.

Temperature narrows the band further. The overlap is the average of an operator $e^A$ with $A$ linear in the oscillator coordinates and momenta. In a thermal oscillator state such an average equals $e^{\langle A^2\rangle/2}$, and $\langle A^2\rangle$ is proportional to $2n+1=\coth(\omega/2kT)$, where $n$ is the mean number of quanta. The exponent $S(1-c)$ is therefore multiplied by this factor. At 100 K the reduction factor falls from 0.050 to 0.026.

Hydrogen can also move when a host fluctuation makes two sites equal in energy. This requires $\mathbf D\cdot\mathbf u=0$, with $\mathbf D=\mathbf F_1-\mathbf F_2$. The relaxed position $\mathbf F_1/K$ lies at distance $\mathbf D\cdot\mathbf F_1/(K|\mathbf D|)$ from that plane. Since $\mathbf D\cdot\mathbf F_1=F^2(1-c)$ and $|\mathbf D|^2=2F^2(1-c)$, the cost is

$$
E_a=\frac K2\,\frac{F^4(1-c)^2}{K^2\,2F^2(1-c)}
=\frac{F^2(1-c)}{4K}=\frac{E_r(1-c)}2=0.030\ \text{eV}.
$$

This is one fifth of $E_r$. It is the host's part of the hopping cost for a classical host, not a full activation energy for diffusion. At 100 K, $kT=0.0086$ eV is below the phonon energy, so a classical activation law should not be applied there.

## Beside a real metal

The parameters are rough values for hydrogen in a body-centred transition metal, not a calculation for a particular element. One assumption that may fail in a real metal is a fixed $J$: host atoms that move apart can also lower the barrier. Halving the barrier raises $J$ to $6.5\times10^{-4}$ eV, a factor of 4.6, but $E_r/(zJ)$ remains 58. For host atoms of 90 atomic mass units, the relaxed neighbours in the model move by 0.0093 nm, about 5% of their distance from hydrogen. A short-ranged repulsion can change noticeably even over that distance, so the linear coupling is also an approximation. Real phonons also cover a range of energies. With $E_r$ fixed, changing $\omega$ from 0.015 to 0.030 eV moves $J_{\rm eff}$ from $2.6\times10^{-6}$ to $1.9\times10^{-5}$ eV. The model's splitting for a pair of sites, $2J_{\rm eff}=1.4\times10^{-5}$ eV, is also more than ten times smaller than the splitting of about $2\times10^{-4}$ eV measured for hydrogen trapped next to oxygen in niobium, so it should not be read as a prediction for a real metal. Reaching that splitting within the model would need a barrier of only 0.036 eV, and $E_r/(zJ)$ would still be about 19. That $E_r$ far exceeds $zJ$ is thus a much firmer conclusion than the value of the dressed tunnelling amplitude.

Excited hydrogen levels limit the temperature range. The first excitation along the path costs 0.091 eV and has an amplitude of $2.4\times10^{-3}$ eV, 17 times that of the lowest level. Even if this amplitude is assigned to all four links, which is generous for a level excited along one direction, $E_r/(zJ)$ is about 16. If hopping is weighted by the squared amplitude and the Boltzmann factor, with equal host factors, the excited level contributes 0.7–0.8% as much as the lowest at 100 K. The two become equal when $kT=0.091/\ln(17^2)=0.016$ eV, near 190 K. Above that, by this estimate, a one-level model misses the larger contribution. Friction from conduction electrons, long-range elastic forces and impurities are also left out.

A large $E_r/(zJ)$ is therefore not by itself evidence of slow hydrogen. Within this model, mobility also depends on $J$, the phonon energy, the shared distortion and the temperature. Most of the computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Lattice constant (rough input): 0.33 nm
Rigid-host barrier (rough input): 0.20 eV
Relaxation energy E_r (rough input): 0.15 eV
Host phonon energy (rough input): 0.020 eV
Host atom mass (rough input): 90 u
Temperature: 100 K; kT: 0.00862 eV
Distance between neighbouring sites: 0.1167 nm
Neighbouring sites z: 4
Tetrahedral band edges / J: -4.000, 4.000
fcc octahedral gain / J: 12.000
fcc octahedral half bandwidth / J: 8.000
Bare amplitude J: 1.396e-04 eV
J from Mathieu functions: 1.396e-04 eV
Half bare bandwidth zJ: 5.585e-04 eV
Ratio E_r/(zJ): 268.6
Ratio J/phonon energy: 0.00698
Neighbour distortion overlap c: 0.600
Slow-host threshold E_r/(zJ), shared atoms: 0.535
Same threshold in smaller cell: 0.535
Largest site weight at threshold: 0.352
Threshold, separate distortions: 0.841
Extra gain/(zJ) at ratio 8, minimised: 0.03902
Extra gain/(zJ) at ratio 8, formula: 0.03906
S = E_r/phonon energy: 7.50
Narrowing exponent S(1-c): 3.00
Dressed amplitude, formula: 6.951e-06 eV
Dressed amplitude, diagonalised: 6.951e-06 eV
Dressed half bandwidth: 2.780e-05 eV
Fast host, J=0.01 E_r=0.005: -0.014951 phonon energies
Fast host, sum of gains: -0.014950 phonon energies
Slow host, J=10 E_r=2: -11.0500 phonon energies
Slow host, static estimate: -11.0528 phonon energies
Coincidence energy E_a: 0.0300 eV
Thermal narrowing factor at 100 K: 0.0259
Zero-temperature narrowing factor: 0.0498
First excitation along path: 0.0908 eV
Excited-level amplitude: 2.376e-03 eV
E_r/(z J_excited): 15.78
Excited/ground J^2 weight at 100 K: 7.688e-03
J with barrier halved: 6.490e-04 eV
E_r/(zJ) with barrier halved: 57.8
Dressed J for phonon 0.015 eV: 2.557e-06 eV
Dressed J for phonon 0.030 eV: 1.890e-05 eV
Host displacement: 0.0093 nm
Displacement / hydrogen-host distance: 0.051
Bare amplitude for deuterium: 6.021e-06 eV
E_r/(zJ) for deuterium, same E_r: 6228
```
